# Midgap States and Gapless Linear Dispersion at a Dirac Mass Wall, part 2

Two narrow-gap semiconductors with opposite band order meet at a plane with normal $z$. We ask whether a state remains in the common gap and how its energy depends on the in-plane wave vector $\mathbf k=(k_x,k_y)$, with $k=|\mathbf k|$. Energies are in eV and lengths in nm. The envelope Hamiltonian is

$$H=A(\alpha_xk_x+\alpha_yk_y)-iA\alpha_z\partial_z+\beta m(z)+V(z),\qquad A=\hbar v .$$

The velocity $v$ is the same on both sides, and $V$ is the potential. The matrices $\alpha_i=\tau_x\sigma_i$ (orbital $\tau$, Kramers index $\sigma$) and $\beta=\tau_z$ are Hermitian, square to one and anticommute. $|m|$ is half the gap: $m\to-M_1$ on the left (inverted), $m\to+M_2$ on the right (ordinary), $M_1,M_2>0$. For $V=0$, $H=D+h$ with $D=-iA\alpha_z\partial_z+\beta m$ and $h=A(\alpha_xk_x+\alpha_yk_y)$. $\Gamma=i\beta\alpha_z$ anticommutes with $\alpha_z,\beta$.

**Theorem 1** ($V=0$). For every $\mathbf k$ the wall binds two states with energies $+A|\mathbf k|$ and $-A|\mathbf k|$, whatever the shape of $m(z)$ between its limits.

**Lemma 2.** The normalizable solutions of $D\psi=0$ are

$$\psi=\chi\,\varphi(z),\qquad \Gamma\chi=-\chi,\qquad \varphi(z)=N\exp\Big[-\frac1A\int_0^z m(z')\,dz'\Big].$$

A reversed wall binds $\Gamma=+1$.

**Proposition 1.** Let $M_1\le M_2$, $\bar M=(M_1+M_2)/2$, and

$$m(z)=\frac{M_2-M_1}2+\bar M\tanh\frac zw .$$

If $w<A/M_1$, the wall has no further bound states below the bulk threshold $E^2=M_1^2+A^2k^2$. The proof uses the partner potential $U_+=m^2+Am'$. A wide wall $m=M\tanh(z/w)$ with $Mw/A>1$ has a massive state at $E_1^2=\frac{2MA}w-\frac{A^2}{w^2}$ for $\mathbf k=0$.

**Theorem 2.** Let $V=E_0+\gamma m(z)$ with $|\gamma|<1$, and $c=\sqrt{1-\gamma^2}$. There are bound states with

$$E=E_0\pm cA|\mathbf k|,\qquad d=\pm\gamma A|\mathbf k|,\qquad\text{as long as } -cM_2<d<cM_1 .$$

With $V_L,V_R$ the limits of $V$ on the left and right,

$$\gamma=\frac{V_R-V_L}{M_1+M_2},\qquad E_0=\frac{M_2V_L+M_1V_R}{M_1+M_2}.$$

For $\gamma>0$ the upper branch ends at $k_{\rm end}=cM_1/(\gamma A)$.

A general $V(z)$ shifts the crossing by $\int V\varphi^2dz$ to first order, without splitting it. A small exchange term $\Delta\sigma_z$ opens a gap $2|\Delta|$ at $V=0$.

**A second wall.** In an inverted film of thickness $L$ between ordinary layers, the two walls bind opposite $\Gamma$. Let $\chi_+=\beta\chi_-$ and $\psi=f\chi_-+g\chi_+$. Because $\beta\Gamma=i\alpha_z$, one has $D=\beta(m-A\Gamma\partial_z)$, and $D\psi=E\psi$ becomes

$$mf+Af'=Eg,\qquad mg-Ag'=Ef .$$

Let $f_0$ solve $mf_0+Af_0'=0$ and be bound to the right wall. Multiply the second equation by $f_0$ and integrate from the film centre $z=0$ to infinity. Integration by parts leaves

$$A\,g(0)f_0(0)=E\int_0^\infty ff_0\,dz .$$

In a symmetric film $g(z)=\pm f(-z)$. For weak overlap $f\approx f_0$ on the right half, where $f_0$ is almost normalized, so

$$E\approx\pm A\,\varphi^2(\text{centre}),$$

with $\varphi$ the normalized single-wall state. The gap $2|E|$ falls roughly as $e^{-M_1L/A}$, or as $e^{-cM_1L/A}$ with the offset of Theorem 2: within this linear model a film is gapless only in the thick limit. A remote-band mass term $-B\beta\,\partial_z^2$ with $B>A^2/4M_1$ makes the tails oscillate, and the splitting then passes through zero at finite thicknesses. For the junction worked below the threshold is 0.27 eV nm², and $B=0.5$ eV nm² closes the gap near $L=9$ nm.

## A worked junction

Take $v=5.0\times10^5$ m/s, so $A=0.3291$ eV nm, with $M_1=0.10$ eV, $M_2=0.15$ eV and the wall of Proposition 1 with $w=1.5$ nm. The amplitude decay lengths are $A/M_1=3.29$ nm in the inverted material and $A/M_2=2.19$ nm in the ordinary one. As $w<A/M_1$, there are no extra bound states in the gap.

The density follows from Lemma 2:

$$\varphi^2\propto e^{-(M_2-M_1)z/A}\,\mathrm{sech}^{(M_1+M_2)w/A}(z/w).$$

It peaks where $m=0$, that is at $\tanh(z/w)=-0.2$, or $z=-0.30$ nm. The half-space $z<0$, to the left of the wall centre, holds 62% of it. A sharp wall would give $M_2/(M_1+M_2)=60\%$, since each side contributes in proportion to its decay length.

At $k=0.20\ \mathrm{nm^{-1}}$, $E=\pm0.3291\times0.20=\pm0.0658$ eV. The full four-component Hamiltonian was diagonalized on an 80 nm ring containing a 45 nm inverted slab, hence two distant walls. It gives 0.065821 eV, as does the formula, and agrees equally well at 0.05, 0.10 and $0.40\ \mathrm{nm^{-1}}$, each in a different in-plane direction. At $k=0$ the midgap levels lie within $2\times10^{-7}$ eV of zero. With masses $+0.10$ and $+0.15$ eV instead, the lowest level is at 0.102 eV: without the sign change the midgap state is absent.

Now add an offset $V_R-V_L=0.06$ eV with $V_L=0$ that follows the mass profile, $V=E_0+\gamma m(z)$. Then $\gamma=0.06/0.25=0.24$, $c=0.971$ and $E_0=0.10\times0.06/0.25=0.024$ eV. At $k=0.20\ \mathrm{nm^{-1}}$ the upper branch is at $0.024+0.971\times0.0658=0.0879$ eV, which separate matching of decaying spinors confirms when both steps are sharp. The upper branch would end at $1.23\ \mathrm{nm^{-1}}$, at energies too high for a two-band expansion to be trusted. For an offset of 0.20 eV the end moves in to $0.228\ \mathrm{nm^{-1}}$. These values need $V$ and $m$ to share one profile. A sharp step in $V$ on the 1.5 nm mass wall puts the crossing at 0.0229 eV and the level at $k=0.20\ \mathrm{nm^{-1}}$ at 0.0861 eV, and the upper branch stays bound beyond $2\ \mathrm{nm^{-1}}$ for the 0.06 eV offset and to about $0.5\ \mathrm{nm^{-1}}$ for 0.20 eV.

## Real junctions and the neglected terms

The parameters are rough values for lead-tin telluride junctions, whose end members have gaps of roughly 0.2 to 0.3 eV and opposite band order. The chosen offsets, wall width and bending are illustrative; whether a given junction meets the condition $|V_R-V_L|<M_1+M_2$ must be checked separately. For a bound crossing this condition is necessary, but sufficient only when $V$ follows the mass profile: if the offset builds up gradually on the ordinary side, the bound level is already lost at about 0.155 eV for a length of 15 nm and 0.16 to 0.17 eV for 5 nm, little more than $M_2$. With the valley anisotropy assumed below, one of the slopes falls by almost half.

For anisotropic velocities replace the kinetic term by $\boldsymbol\alpha\cdot W\mathbf K$, with $\mathbf K=(k_x,k_y,-i\partial_z)$ and $W$ symmetric. Let $W\hat{\mathbf z}=A_n\mathbf n$ with $|\mathbf n|=1$. The part of $W\mathbf k$ along $\mathbf n$ is removed by the phase $\exp[-i(\mathbf n\cdot W\mathbf k)z/A_n]$; the rest plays the role of $h$. Theorem 1 then gives

$$E=\pm|\mathbf n\times W\mathbf k| .$$

The bands have extrema in four valleys along cube diagonals. For a wall normal to one diagonal, three valleys are tilted by $70.5^\circ$. With the transverse velocity kept at $v$ and an assumed longitudinal-to-transverse velocity ratio of 0.5, a tilted valley has slopes 0.172 and 0.329 eV nm in its two principal in-plane directions. The cone is elliptical, but still linear and gapless. The band-edge masses of PbTe point to a stronger anisotropy, with a ratio near 0.3 and a transverse velocity nearer $8\times10^5$ m/s; at fixed $v$ a ratio of 0.31 lowers the smaller slope to 0.108 eV nm. The valleys are treated as independent. On faces such as (001), where two valleys project onto the same in-plane point, their coupling must be added.

Other effects, each considered separately and with the isotropic $A$, are:

- **Band bending.** A local potential of height 20 meV and Gaussian range 3 nm shifts the crossing by 14.4 meV and lowers the slope near it by 0.2%. The pair stays degenerate to numerical accuracy.
- **Remote bands.** A scalar term $C(k^2-\partial_z^2)$, with $C=\hbar^2/2m_e=0.0381$ eV nm² as an order of magnitude, raises the upper branch by 3.9 meV and the lower by 4.1 meV, 4.0 meV on average, at $k=0.20\ \mathrm{nm^{-1}}$. Of this, $Ck^2=1.5$ meV is curvature, about 2% of $Ak$. The remote-band masses of the tellurides are lighter than $m_e$ in the transverse directions, so the real terms can be several times larger.
- **Film thickness.** For $L=15$ nm the formula gives levels at $\pm1.674$ meV and diagonalization $\pm1.675$ meV, a gap of 3.35 meV. The value is sensitive to the remote-band mass term: $B=0.06$, 0.2 and 0.5 eV nm² give 2.7, 1.2 and 2.6 meV. All of these are below $k_BT=6.6$ meV at 77 K, but only at the velocity assumed and without an offset: with a transverse velocity of $8\times10^5$ m/s and a ratio of 0.31, a tilted valley has $A_n=0.50$ eV nm and a gap of 14 meV, and at the assumed $v$ offsets of 0.06 and 0.20 eV that follow the mass profile raise 3.35 meV to 3.6 and 6.7 meV.
- **Normal field.** The potential drop over the left decay length reaches $M_1$ at $M_1^2/(eA)=0.30$ MV/cm. Tunnelling into the bulk bands then broadens the crossing by about 29 meV. It sets in below this scale: the width is about 4 meV at 0.15 MV/cm and 0.5 meV at 0.09 MV/cm.
- **Lattice.** The shorter decay length is only 3.7 lattice constants of roughly 0.6 nm, so the continuum envelope is a moderate approximation. For the valley aligned with the normal, $A_n=0.5A$ at the assumed ratio: the decay lengths halve to 1.65 and 1.10 nm (1.8 lattice constants), the field scale doubles to 0.61 MV/cm, and the 15 nm film gap drops to 0.06 meV. At a ratio of 0.31, $A_n/M_1=1.02$ nm is smaller than $w$, and Proposition 1 no longer excludes extra bound states in this valley.

Temperature decides whether the interface carriers stand out. With the Fermi level at the crossing, one cone holds

$$n=\int_0^\infty\frac{k\,dk}{2\pi}\frac1{e^{Ak/k_BT}+1}=\frac{\pi}{24}\Big(\frac{k_BT}A\Big)^2$$

electrons per area, by $\int_0^\infty x\,dx/(e^x+1)=\pi^2/12$. This is $8.1\times10^{10}\ \mathrm{cm^{-2}}$ at 300 K. The inverted bulk then holds $1.5\times10^{16}\ \mathrm{cm^{-3}}$ per valley, so a layer 54 nm thick matches the interface. This is the isotropic value; the thickness scales with $A_n$, and at the velocity ratio 0.5 it is 27 nm for the aligned valley and 52 nm for a tilted one. At 77 K, with the same gaps, that thickness is millimetres. A mass term $B\beta(k^2-\partial_z^2)$ flattens the inverted band edge and adds bulk carriers: $B=0.5$ eV nm² lowers the isotropic values to 22 nm at 300 K and 0.4 mm at 77 K. These thicknesses assume no offset, so that the crossing lies at the bulk midgap. With the Fermi level at the crossing, an offset of 0.06 eV lowers them to 23 nm at 300 K and 0.08 mm at 77 K, and an offset of 0.20 eV to 3 nm and 44 nm.

These figures assume undoped material, whereas native defects can dope real tellurides. A bulk density of $10^{18}\ \mathrm{cm^{-3}}$ per valley puts the Fermi level about 0.12 eV above midgap at 300 K. With flat bands this also fills the cone, to $1.2\times10^{12}\ \mathrm{cm^{-2}}$, and the matching thickness falls from 54 to about 12 nm. At $2.5\times10^{19}\ \mathrm{cm^{-3}}$ per valley, closer to the hole densities usual in SnTe, it is about 3 nm. Both figures take the bands as linear, and the second fills the cone to about $0.9\ \mathrm{nm^{-1}}$. A mass term $B\beta(k^2-\partial_z^2)$ with $B=0.5$ eV nm² ends the cone at $\sqrt{M_1/B}=0.45\ \mathrm{nm^{-1}}$ and lowers the two thicknesses to about 7 and 0.6 nm. Bulk carriers dominate the count in much thicker layers. Thicknesses this small are ratios of counts, not properties of such layers: in the linear model inverted films of 12, 7 and 3 nm have gaps of 8, 39 and 143 meV, and with $w=1.5$ nm a 0.6 nm layer does not invert at all. Flat bands are also an idealization. If only the inverted side is doped, the bands bend in total by the Fermi shift. At the higher density this is 0.31 eV for isotropic bands, and 0.25 and 0.21 eV at velocity ratios 0.5 and 0.31 with $v$ fixed. Most of the drop falls on the undoped side: for isotropic bands, four valleys and an assumed dielectric constant of 400 on both sides, a Thomas-Fermi estimate at 300 K puts about 0.25 eV there, with a length scale near 20 nm. A gradual drop on that side needs to exceed only about $M_2$, so the crossing becomes a resonance. Its width depends strongly on the profile of the bending. For illustrative lengths of 15 and 5 nm, both shorter than this estimate, an exponential profile gives about 0.1 and 7 meV, a linear ramp about 0.6 and 19 meV, and a parabolic one about 4 and 39 meV.

## Computed results

```
velocity v = 5.00e+05 m/s
A = hbar v = 0.3291 eV nm
half gaps M1, M2 = 0.100, 0.150 eV
wall width w = 1.50 nm
amplitude decay lengths left, right = 3.291, 2.194 nm
density peak position = -0.305 nm
peak density = 0.2253 1/nm
share at z<0 (inverted side) = 0.6189
largest |E| of midgap states, k=0 = 1.7e-07 eV
largest density error = 4.1e-07 1/nm
next level on ring, k=0 = 0.1028 eV
partner potential minimum = 0.01000 eV^2
k=0.05 1/nm: E numeric 0.016455, A k 0.016455 eV
k=0.10 1/nm: E numeric 0.032911, A k 0.032911 eV
k=0.20 1/nm: E numeric 0.065821, A k 0.065821 eV
k=0.40 1/nm: E numeric 0.131642, A k 0.131642 eV
equal-sign masses: lowest |E| = 0.1020 eV
wide wall: M = 0.125 eV, w = 6.0 nm
wide wall M w/A = 2.279
wide wall E1 numeric, formula = 0.10346, 0.10346 eV
offset VR-VL = 0.060 eV (VL=0), gamma = 0.240
offset crossing numeric, formula = 0.02400, 0.02400 eV
offset slope factor = 0.9708
offset E at k=0.20 1/nm: numeric 0.08790, formula 0.08790 eV
offset upper-branch end k = 1.229 1/nm
large offset 0.20 eV: branch end k = 0.228 1/nm
band bending height, range = 0.020 eV, 3.0 nm
bending shift numeric, first order = 14.351, 14.359 meV
bending: pair splitting at k=0 = 3.6e-15 eV
bending: slope/A near crossing = 0.9976
exchange Delta = 10.0 meV, gap = 20.000 meV
remote-band D = 0.03810 eV nm^2
remote shift at k=0.20 1/nm: numeric 3.997, first order 3.990 meV
of which k-dependent part D k^2 = 1.524 meV
valley velocity ratio = 0.50, tilt = 70.53 deg
tilted-valley slopes = 0.1719, 0.3291 eV nm
film thickness = 15.0 nm
film level numeric, formula = 1.6751, 1.6741 meV
film hybridization gap = 3.350 meV
T=77 K: kT = 6.64 meV
  interface electrons = 5.321e+09 1/cm^2 per valley
  inverted-bulk electrons = 1.957e+10 1/cm^3 per valley
  bulk thickness with equal count = 2.718e+06 nm
T=300 K: kT = 25.85 meV
  interface electrons = 8.077e+10 1/cm^2 per valley
  inverted-bulk electrons = 1.493e+16 1/cm^3 per valley
  bulk thickness with equal count = 5.409e+01 nm
field scale M1^2/(eA) = 0.304 MV/cm
rough lattice constant = 0.6 nm
shorter decay length/lattice constant = 3.66
```
